\section*{Gap of monolayer MoS2 at K in the nearest-neighbour three-band model}

\section*{Problem}

The bands of monolayer MoS$_2$ next to the gap are built mainly from three molybdenum $d$ orbitals. Take one set per Mo site, in the order
\[
\phi_0=d_{z^2},\qquad \phi_1=d_{xy},\qquad \phi_2=d_{x^2-y^2},
\]
treat orbitals on all sites as orthonormal, and leave out spin. The Mo sites form a triangular lattice of constant $a$. With real orbitals and hopping to the six nearest neighbours, the Bloch matrix is
\begin{equation}
H(\mathbf k)=H_0+\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}E(\mathbf R),\qquad
E_{ij}(\mathbf R)=\langle\phi_i(\mathbf r)|\hat H|\phi_j(\mathbf r-\mathbf R)\rangle ,
\label{bloch}
\end{equation}
where $H_0=\mathrm{diag}(\varepsilon_1,\varepsilon_2,\varepsilon_2)$. The layer is symmetric under rotation by $120^\circ$ about a Mo site and under the mirror $x\to-x$. One neighbour is $\mathbf R_1=(a,0)$, and the zone corner is $\mathbf K=(4\pi/3a,\,0)$. The lowest band is filled and the other two are empty.

The parameters, fitted to bands calculated with a generalized-gradient (GGA) functional, are, in eV,
\[
\begin{aligned}
&\varepsilon_1=1.046,\quad \varepsilon_2=2.104,\quad t_0=-0.184,\quad t_1=0.401,\\
&t_2=0.507,\quad t_{11}=0.218,\quad t_{12}=0.338,\quad t_{22}=0.057,
\end{aligned}
\]
with $a=0.3190$ nm. The constants $t$ are the entries of $E(\mathbf R_1)$, in the arrangement found in part (a).

\begin{enumerate}
\item[(a)] Show that symmetry leaves six constants in $E(\mathbf R_1)$, and construct the other hopping matrices.
\item[(b)] Find the levels at $\Gamma$ and at K in closed form.
\item[(c)] Evaluate them and the direct gap at K. Is this the smallest gap of the model?
\item[(d)] Estimate the effects of spin-orbit coupling and of electron-hole attraction, and compare the model with a real monolayer.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The hopping matrices}

Shift both orbitals in $E_{ij}(-\mathbf R)$ by $\mathbf R$. Since $\hat H$ is Hermitian and the matrix elements are real,
\begin{equation}
E_{ij}(-\mathbf R)=\langle\phi_i(\mathbf r-\mathbf R)|\hat H|\phi_j(\mathbf r)\rangle=E_{ji}(\mathbf R),
\qquad E(-\mathbf R)=E(\mathbf R)^T .
\label{herm}
\end{equation}

Let a symmetry operation $g$ turn $\phi_j$ into $\phi_j(g^{-1}\mathbf r)=\sum_i\phi_i(\mathbf r)D_{ij}$. It carries an orbital at $\mathbf R$ to $g\mathbf R$. Applying $g$ to both orbitals leaves the matrix element unchanged, so $E(\mathbf R)=D^TE(g\mathbf R)D$. As $D$ is orthogonal,
\begin{equation}
E(g\mathbf R)=D\,E(\mathbf R)\,D^T .
\label{turn}
\end{equation}

The mirror $x\to-x$ reverses $d_{xy}$ and keeps the other two orbitals, so $D=\mathrm{diag}(1,-1,1)$. It takes $\mathbf R_1$ to $-\mathbf R_1$. Equations (\ref{herm}) and (\ref{turn}) then give $E_{ji}=D_{ii}D_{jj}E_{ij}$ for $E(\mathbf R_1)$. Hence $E_{10}=-E_{01}$, $E_{21}=-E_{12}$ and $E_{20}=E_{02}$, while the diagonal is free:
\begin{equation}
E(\mathbf R_1)=\begin{pmatrix}t_0&t_1&t_2\\-t_1&t_{11}&t_{12}\\t_2&-t_{12}&t_{22}\end{pmatrix}.
\label{E1}
\end{equation}

For a rotation by $\theta$, $d_{z^2}$ is unchanged. The other two orbitals vary with azimuth as $\sin2\varphi$ and $\cos2\varphi$. Replacing $\varphi$ by $\varphi-\theta$ and expanding gives
\begin{align*}
\sin2(\varphi-\theta)&=\cos2\theta\,\sin2\varphi-\sin2\theta\,\cos2\varphi,\\
\cos2(\varphi-\theta)&=\sin2\theta\,\sin2\varphi+\cos2\theta\,\cos2\varphi .
\end{align*}
The coefficients form the columns of the $2\times2$ block
\begin{equation}
d(\theta)=\cos2\theta\;I+\sin2\theta\;J,\qquad J=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.
\label{rot}
\end{equation}
Rotations by $\theta=0,120^\circ,240^\circ$ produce three hopping matrices from (\ref{E1}), and transposition produces the three for the opposite neighbours.

\subsection*{(b) Levels at the two points}

\paragraph{Phases.} At $\Gamma$ every phase factor is 1. At K, $\mathbf K\cdot\mathbf R_1=4\pi/3$. The neighbours at $120^\circ$ and $240^\circ$ both have $x=-a/2$, so their phase is $-2\pi/3$, which equals $4\pi/3$ up to $2\pi$. All three therefore share the factor
\[
\omega=e^{4\pi i/3}=-\tfrac12-\tfrac{\sqrt3}{2}i ,
\]
and the opposite three share $\omega^*$. Both points thus need just the sum $S$ of the three rotated matrices:
\begin{equation}
H(\Gamma)=H_0+S+S^T,\qquad H(\mathrm K)=H_0+\omega S+\omega^*S^T .
\label{HS}
\end{equation}

\paragraph{The sum $S$.} The $d_{z^2}$ entry is $3t_0$. The elements joining $d_{z^2}$ to the pair are linear in $d(\theta)$. They cancel, because $\cos2\theta$ and $\sin2\theta$ each sum to zero over the three angles. This removes $t_1$ and $t_2$.

Write the block of the pair as
\[
\begin{pmatrix}t_{11}&t_{12}\\-t_{12}&t_{22}\end{pmatrix}
=\frac{t_{11}+t_{22}}2\,I+t_{12}J+\frac{t_{11}-t_{22}}2\,Z,\qquad Z=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\]
The matrices $I$ and $J$ commute with $d$, so $dId^T=I$ and $dJd^T=J$. Since $ZJ=-JZ$, we have $Zd^T=dZ$, and therefore
\[
dZd^T=d^2Z=(\cos4\theta\,I+\sin4\theta\,J)Z ,
\]
which also sums to zero over the three angles. What remains is
\begin{equation}
S=\begin{pmatrix}3t_0&0&0\\0&\tfrac32(t_{11}+t_{22})&3t_{12}\\0&-3t_{12}&\tfrac32(t_{11}+t_{22})\end{pmatrix}.
\label{S}
\end{equation}

\paragraph{At $\Gamma$.} In $S+S^T$ the antisymmetric part drops out and the diagonal doubles:
\begin{equation}
E_z(\Gamma)=\varepsilon_1+6t_0,\qquad E_{\rm pair}(\Gamma)=\varepsilon_2+3(t_{11}+t_{22})\quad\text{(twice)}.
\label{gamma}
\end{equation}

\paragraph{At K.} The diagonal of $S$ is multiplied by $\omega+\omega^*=-1$ and its antisymmetric part by $\omega-\omega^*=-i\sqrt3$. Thus $E_z(\mathrm K)=\varepsilon_1-3t_0$, and the pair has the block
\[
\begin{pmatrix}A&-iB\\iB&A\end{pmatrix},\qquad A=\varepsilon_2-\tfrac32(t_{11}+t_{22}),\qquad B=3\sqrt3\,t_{12}.
\]
Its characteristic equation is $(A-E)^2-B^2=0$, so $E_\pm=A\pm B$. For $E_-$ the first row, with components $(u,v)$, reads $-iBv=-Bu$, so $u=iv$. The state is
\[
\frac{d_{x^2-y^2}+i\,d_{xy}}{\sqrt2}\;\propto\;\cos2\varphi+i\sin2\varphi=e^{2i\varphi},
\]
with orbital angular momentum $L_z=+2\hbar$. At the opposite corner K$'$, $\omega$ and $\omega^*$ change places. The levels are the same and the lowest state has $L_z=-2\hbar$.

If $E_-<E_z<E_+$, that is, if $|E_z-A|<B$, the direct gap at K is
\begin{equation}
E_g(\mathrm K)=E_z-E_-=\varepsilon_1-\varepsilon_2-3t_0+\tfrac32(t_{11}+t_{22})+3\sqrt3\,t_{12}.
\label{gap}
\end{equation}

\subsection*{(c) Numbers}

At $\Gamma$, in eV,
\begin{align*}
E_z&=1.046-6(0.184)=-0.058,\\
E_{\rm pair}&=2.104+3(0.275)=2.929 .
\end{align*}
At K,
\begin{align*}
E_z&=1.046+3(0.184)=1.598,\\
A&=2.104-1.5(0.275)=1.6915,\qquad B=5.196(0.338)=1.7563,\\
E_-&=-0.0648,\qquad E_+=3.4478 .
\end{align*}
The condition for (\ref{gap}) holds, since $|1.598-1.6915|=0.0935$ is far below $1.7563$. The direct gap at K is
\[
E_g(\mathrm K)=1.598+0.0648\approx1.66\ \text{eV}.
\]

The gap rests on $t_{12}$, which splits the pair. If $t_{12}$ were reduced with all else fixed, the order of levels would change at $t_{12}=0.0935/5.196\approx0.018$ eV. Between that value and zero, $d_{z^2}$ would be the filled level at K and (\ref{gap}) would no longer apply. The lattice constant does not appear in (\ref{gap}), because $\mathbf K\cdot\mathbf R$ is independent of $a$. Strain that keeps the threefold symmetry acts on the gap through the parameters themselves. Uniaxial strain breaks that symmetry, and (\ref{gap}) is then no longer exact. The symmetry-breaking part of the strain only couples the three levels at K to one another, so it changes the gap at second order; to first order (\ref{gap}) still holds with parameters averaged over the three bond directions.

\paragraph{The smallest gap.} The filled level at $\Gamma$ lies slightly above the one at K:
\begin{equation}
\Delta=E_z(\Gamma)-E_-(\mathrm K)=\varepsilon_1-\varepsilon_2+6t_0+\tfrac32(t_{11}+t_{22})+3\sqrt3\,t_{12}=6.8\ \text{meV}.
\label{offset}
\end{equation}
Diagonalizing $H(\mathbf k)$ on a $120\times120$ grid over the zone puts the top of the filled band at $\Gamma$ and the bottom of the empty bands at the zone corners. The smallest direct gap on the grid is the one at K. With the parameters as printed, the smallest gap of all is therefore indirect, from $\Gamma$ to K, and equals 1.656 eV.

This order is not secure. Each parameter is known to half a unit of its last digit, 0.5 meV. The coefficients in (\ref{offset}) then allow a largest shift of
\[
(1+1+6+\tfrac32+\tfrac32+5.196)\times0.5\ \text{meV}=8.1\ \text{meV},
\]
so $\Delta$ may lie anywhere from $-1.3$ to $14.9$ meV. The same count for (\ref{gap}) gives 6.6 meV, which leaves 1.66 eV uncertain by less than 0.01 eV. These bounds cover rounding and not the error of the fit.

\subsection*{(d) Effects outside the model}

\paragraph{Spin-orbit coupling.} Add $(\lambda/2)\,s\,L_z/\hbar$, where $s=\pm1$ labels spin up and down, with a rough $\lambda=0.07$ eV. The filled state at K has $L_z=2\hbar$ and shifts by $s\lambda$. The $d_{z^2}$ state has $L_z=0$ and stays within this three-orbital basis; in the real layer, orbitals left out of the model give it a small splitting. The valence level at K splits by $2\lambda=0.14$ eV, and the gap there falls to $1.66-0.07=1.59$ eV.

The $d_{z^2}$ level at $\Gamma$ does not move either. The upper valence level at K therefore ends $70-6.8\approx63$ meV above it. This exceeds both the rounding uncertainty and the thermal energy of 26 meV at 300 K. The $\Gamma$ valley still matters at that temperature: its hole mass in the model is about $1.8\,m_0$, and at low density it holds about a fifth of the holes. The order of $\Gamma$ and K found without spin is thus reversed, within the model, by spin-orbit coupling of this size. The error of the fit is not included in this comparison.

\paragraph{Electron-hole attraction.} Second differences of the eigenvalues about K give masses of $0.45\,m_0$ for the electron and $0.65\,m_0$ for the hole. Here $t_1$ and $t_2$ do matter, since they couple the levels away from K. The reduced mass is $\mu=0.27\,m_0$.

For the relative motion take the trial state $\psi=\sqrt{2/\pi}\,e^{-r/b}/b$. Because $|\nabla\psi|^2=\psi^2/b^2$, its kinetic energy is $\hbar^2/2\mu b^2$. Its density has the Fourier transform $[1+(qb/2)^2]^{-3/2}$. A suspended polarizable sheet with screening length $r_0$ has the interaction $-(e^2/4\pi\epsilon_0)\,2\pi/[q(1+r_0q)]$. Integrating the product over $d^2q/(2\pi)^2=q\,dq/2\pi$ gives
\begin{equation}
E(b)=\frac{\hbar^2}{2\mu b^2}-\frac{e^2}{4\pi\epsilon_0}\int_0^\infty\frac{dq}{[1+(qb/2)^2]^{3/2}(1+r_0q)} .
\label{exc}
\end{equation}
For $r_0=0$ the integral is $2/b$, and the minimum is four times the three-dimensional hydrogen binding for the same $\mu$, as it must be in two dimensions. With a rough $r_0=4$ nm the minimum lies at $b=0.98$ nm and gives a binding of 0.57 eV. Within this effective-mass model the variational principle makes that a lower bound on the binding; the full solution of the same model gives 0.58 eV. The choice of $r_0$ matters far more: the full solution gives 0.71 eV for $r_0=3$ nm and 0.49 eV for $r_0=5$ nm. Since $b$ is only about three lattice constants, the parabolic bands behind (\ref{exc}) are themselves an approximation. Using the full bands of the model near K raises the binding by about 0.03 eV, and including the overlaps of the Bloch states then lowers it to 0.55--0.56 eV, depending on the value taken for the interaction on a single site, so the bound does not carry beyond the effective-mass model.

\paragraph{Comparison with a real monolayer.} The value 1.66 eV is the gap of a model fitted to GGA bands. It is neither the energy needed to create a free electron and hole nor the energy of the first optical absorption. The first of these is larger, above 2 eV as a rough measured size, because GGA bands omit the quasiparticle self-energy correction. The second is lower than the first by the exciton binding and is roughly 1.9 eV. The two omissions act in opposite directions, each by some tenths of an eV or more, so the nearness of 1.66 eV to the optical value does not confirm the model gap. In a transistor the layer lies on or between dielectrics. Their screening reduces both the self-energy correction and the binding. In the sheet model, surroundings of mean dielectric constant $\kappa$ replace $1+r_0q$ by $\kappa+r_0q$, and the change of the interaction at zero distance, $-(e^2/4\pi\epsilon_0r_0)\ln\kappa$, estimates the shift of the free-carrier gap. It is $-0.3$ eV for $\kappa=2.45$ and $-0.5$ eV for $\kappa=4.5$, while the binding falls to 0.33 and 0.20 eV. The shift keeps growing for more strongly screening surroundings. Away from K the nearest-neighbour fit is less faithful. Along $\Gamma$--K its only other conduction minimum lies about 1.2 eV above K, whereas the real layer has a valley there only a few tenths of an eV or less above K. The $\Gamma$ mass and hole share found above are likewise values of the model. The thermal shift of the gap is not estimated here.

\section*{Computed values}
\begin{verbatim}
lattice constant a = 0.3190 nm
e1 = 1.046 eV
e2 = 2.104 eV
t0 = -0.184 eV
t1 = 0.401 eV
t2 = 0.507 eV
t11 = 0.218 eV
t12 = 0.338 eV
t22 = 0.057 eV
free hopping constants = 6
turned sum, d_z2 entry = -0.5520 eV
turned sum, other diagonal = 0.4125 eV
turned sum, off-diagonal = 1.0140 eV
K coupling 3 sqrt(3) t12 = 1.7563 eV
K centre of the pair = 1.6915 eV
Gamma level 1 = -0.0580 eV
Gamma level 2 = 2.9290 eV
Gamma level 3 = 2.9290 eV
K level 1 = -0.0648 eV
K level 2 = 1.5980 eV
K level 3 = 3.4478 eV
L_z of K valence state = 2.000 hbar
d_z2 weight of K conduction state = 1.000
direct gap at Gamma = 2.9870 eV
direct gap at K = 1.6628 eV
smallest direct gap in zone = 1.6628 eV
smallest gap, Gamma to K = 1.6560 eV
Gamma minus K valence level = 6.80 meV
rounding range of K gap: 1.6562 to 1.6694 eV
rounding range of offset: -1.30 to 14.90 meV
rough spin-orbit strength = 0.07 eV
K valence spin splitting = 0.14 eV
K gap with spin-orbit coupling = 1.59 eV
electron mass at K = 0.451 m0
hole mass at K = 0.649 m0
reduced mass = 0.266 m0
rough screening length = 4.0 nm
trial radius b = 0.98 nm
electron-hole binding, estimate = 0.57 eV
thermal energy at 300 K = 25.9 meV
\end{verbatim}
